# The Lee model: exact coupling renormalization and its ghost state: a numerical check

```python
# Lee model, one-V sector: static V and N, boson of mass mu = 1 (energy unit).
# Result under test: g^2 = g0^2/(1+g0^2 I), Z = 1-g^2 I, and one negative-norm
# state below the physical V exactly when g^2 > 1/I.
# g0, g: bare and renormalized couplings; E0, m: bare and physical V energies
# relative to N; Z: V field renormalization; L: cutoff in u = L^2/(L^2+k^2);
# I = integral of rho(w)/(w-m)^2, rho(w) = k u^2/(4 pi^2), w = sqrt(k^2+1).
import numpy as np
from scipy.integrate import quad
from scipy.optimize import brentq

FOUR_PI2 = 4*np.pi**2


def spectral_integral(func, L):
    """Integral of rho(w) func(w) dw, using k = sinh y."""
    def integrand(y):
        k, w = np.sinh(y), np.cosh(y)
        u = 1/(1 + (k/L)**2)
        return k*u*u/FOUR_PI2*func(w)*k
    return quad(integrand, 0, np.log(2*L) + 12, limit=400,
                epsabs=1e-13, epsrel=1e-11)[0]


def I_of(L, m=0.0):
    return spectral_integral(lambda w: 1/(w - m)**2, L)


def K_of(L, m=0.0):
    return spectral_integral(lambda w: 1/(w - m), L)


def F_of(x, L):
    return spectral_integral(lambda w: x/(w*w*(w + x)), L)


def ghost(g2, L):
    """Ghost energy and residue of the renormalized propagator, for m = 0."""
    s = brentq(lambda q: 1 - g2*F_of(np.exp(q), L), -8, 30, xtol=1e-12)
    x = np.exp(s)
    slope = spectral_integral(lambda w: 1/(w*(w + x)**2), L)
    return -x, -1/(g2*x*slope)


def momentum_grid(n, L):
    t, wt = np.polynomial.legendre.leggauss(n)
    s = np.sqrt(L)
    return s*(1 + t)/(1 - t), wt*2*s/(1 - t)**2


def strength(k, L):
    """Squared coupling per dk from the three-dimensional measure."""
    u = L**2/(L**2 + k**2)
    return 4*np.pi*k**2*u**2/((2*np.pi)**3*2*np.sqrt(k**2 + 1))


def hamiltonian(g02, E0, L, n=120):
    """Discretized H; for g02 < 0 the bare V has norm -1."""
    k, dk = momentum_grid(n, L)
    v = np.sqrt(abs(g02)*strength(k, L)*dk)
    H = np.diag(np.concatenate(([E0], np.sqrt(k**2 + 1))))
    H[1:, 0] = v
    H[0, 1:] = v if g02 > 0 else -v
    return H


def indefinite_spectrum(g02, E0, L):
    """Energies, norms, and squared bare amplitudes per unit |norm|."""
    E, X = np.linalg.eig(hamiltonian(g02, E0, L))
    assert np.max(np.abs(np.imag(E))) < 1e-7
    E, X = np.real(E), np.real(X)
    norm = np.sum(X[1:]**2, axis=0) - X[0]**2
    order = np.argsort(E)
    return E[order], norm[order], (X[0]**2/np.abs(norm))[order]


def continuum_weight(g2, L):
    """Integral of g^2 rho/|h|^2 over the N-theta continuum, m = 0."""
    k, dk = momentum_grid(160, L)
    p, dp = momentum_grid(161, L)
    wk, wp = np.sqrt(k**2 + 1), np.sqrt(p**2 + 1)
    Gk, Gp = strength(k, L)/wk**2, strength(p, L)/wp**2
    # the principal value of the integral of 1/(k^2-p^2) over k > 0 is zero
    top = Gk[None, :]*(wk[None, :] + wp[:, None]) - (2*wp*Gp)[:, None]
    J = np.sum(dk*top/(k[None, :]**2 - p[:, None]**2), axis=1)
    J = J + 1j*np.pi*Gp*wp/p
    h = wp*(1 + g2*wp*J)
    return np.sum(dp*g2*strength(p, L)/np.abs(h)**2)


# Generic bare parameters: diagonalization and resolvent against the formulas
g02_test, E0_test, L_test = 20.0, 1.5, 10.0
H = hamiltonian(g02_test, E0_test, L_test)
E, X = np.linalg.eigh(H)
m_test = E[0]
assert m_test < 1 < E[1]
I_test = I_of(L_test, m_test)
g2_formula = g02_test/(1 + g02_test*I_test)
assert abs(X[0, 0]**2 - 1/(1 + g02_test*I_test)) < 1e-7
assert abs(E0_test - m_test - g02_test*K_of(L_test, m_test)) < 1e-7
unit = np.eye(len(H))[:, 0]
circle = 0.3*np.exp(2j*np.pi*np.arange(32)/32)
g2_pole = np.mean([d*g02_test*np.linalg.solve(
    (m_test + d)*np.eye(len(H)) - H, unit)[0] for d in circle]).real
assert abs(g2_pole - g2_formula) < 1e-6

# Healthy theory: cutoff 10, renormalized coupling below the bound
g2, L1, L2 = 16.0, 10.0, 100.0
I1, K1 = I_of(L1), K_of(L1)
Z1 = 1 - g2*I1
g02_1 = g2/Z1
E0_1 = g02_1*K1
E, X = np.linalg.eigh(hamiltonian(g02_1, E0_1, L1))
prob1 = X[0, 0]**2
assert Z1 > 0 and abs(E[0]) < 1e-7 and E[1] > 1
assert abs(prob1 - Z1) < 1e-7
cont1 = continuum_weight(g2, L1)
assert abs(1 + cont1 - 1/Z1) < 1e-5

# Same renormalized coupling at cutoff 100: above the bound
I2, K2 = I_of(L2), K_of(L2)
Z2 = 1 - g2*I2
g02_2 = g2/Z2
E0_2 = g02_2*K2
Eg, Rg = ghost(g2, L2)
E, norm, c2 = indefinite_spectrum(g02_2, E0_2, L2)
assert Z2 < 0 and np.sum(E < 1) == 2
assert abs(E[0]/Eg - 1) < 1e-7 and abs(E[1]) < 1e-7
assert norm[0] < 0 and norm[1] > 0 and np.sum(norm < 0) == 1
assert abs(-c2[0]/abs(Z2) - Rg) < 1e-6
assert abs(c2[1] - abs(Z2)) < 1e-6
Eg_diag, c2_ghost, c2_phys = E[0], c2[0], c2[1]
cont2 = continuum_weight(g2, L2)
assert abs(1 + Rg + cont2 - 1/Z2) < 1e-5

# The bound itself: one discrete state just below it, two just above it
gc2 = 1/I2
g2_low = 0.999*gc2
g02_low = g2_low/(1 - g2_low*I2)
E = np.linalg.eigvalsh(hamiltonian(g02_low, g02_low*K2, L2))
assert np.sum(E < 1) == 1
g2_high = 1.001*gc2
g02_high = g2_high/(1 - g2_high*I2)
E, norm, c2 = indefinite_spectrum(g02_high, g02_high*K2, L2)
assert np.sum(E < 1) == 2 and norm[0] < 0
ratio_edge = E[0]/(g02_high*K2)
assert abs(ratio_edge - 1) < 0.01

# Large-cutoff logarithm and local-limit ghost energy
assert abs(FOUR_PI2*I_of(1e3) - (np.log(2e3) - 1.5)) < 1e-4
Eg_weak = ghost(4.0, 1e9)[0]
Eg_weak_formula = -0.5*np.exp(1 + FOUR_PI2/4.0)
assert abs(Eg_weak/Eg_weak_formula - 1) < 2e-3

print("Units: hbar = c = 1, energies in mu; couplings dimensionless")
print("I is in 1/mu^0 (dimensionless); physical V energy m = 0 mu")
print(f"Chosen renormalized coupling g^2 = {g2:.1f}, g = {np.sqrt(g2):.1f}")
print(f"--- cutoff {L1:.0f} mu")
print(f"I = {I1:.6f}; K = {K1:.6f} mu")
print(f"bound g_c^2 = {1/I1:.4f}; g_c = {I1**-0.5:.4f}")
print(f"Z = {Z1:.6f}; bare-V probability by diagonalization = {prob1:.6f}")
print(f"g0^2 = {g02_1:.4f}; g0 = {np.sqrt(g02_1):.4f}")
print(f"E0 = {E0_1:.4f} mu")
print(f"continuum weight = {cont1:.6f}; 1/Z = {1/Z1:.6f}")
print(f"--- cutoff {L2:.0f} mu")
print(f"I = {I2:.6f}; K = {K2:.6f} mu")
print(f"bound g_c^2 = {gc2:.4f}; g_c = {gc2**0.5:.4f}")
print(f"Z = {Z2:.6f}; g0^2 = {g02_2:.4f}; E0 = {E0_2:.4f} mu")
print(f"ghost energy from zero of h = {Eg:.6f} mu")
print(f"ghost energy by diagonalization = {Eg_diag:.6f} mu")
print(f"ghost residue R_g = {Rg:.6f}")
print(f"continuum weight = {cont2:.6f}")
print(f"1 + R_g + continuum = {1+Rg+cont2:.6f}; 1/Z = {1/Z2:.6f}")
print(f"physical V, norm +1: bare part {-c2_phys:.6f}, "
      f"cloud part {1+c2_phys:.6f}")
print(f"ghost, norm -1: bare part {-c2_ghost:.6f}, "
      f"cloud part {c2_ghost-1:.6f}")
print(f"at g^2 = 1.001 g_c^2: E_g/E0 = {ratio_edge:.5f}")
print("--- cutoff dependence at g^2 = 16")
for L in (10.0, 100.0, 1e3, 1e6):
    I = I_of(L)
    Z = 1 - g2*I
    text = f"{ghost(g2, L)[0]:.4f} mu" if Z < 0 else "none"
    print(f"cutoff {L:.0f} mu: g_c^2 = {1/I:.4f}, Z = {Z:.4f}, ghost: {text}")
print("--- large-cutoff formulas")
print(f"4 pi^2 I at cutoff 1000 mu = {FOUR_PI2*I_of(1e3):.6f}; "
      f"ln(2000) - 3/2 = {np.log(2e3)-1.5:.6f}")
print(f"ghost formula, g^2 = 16: {-0.5*np.exp(1+FOUR_PI2/g2):.4f} mu")
print(f"g^2 = 4, cutoff 1e9 mu: ghost {Eg_weak:.2f} mu, "
      f"formula {Eg_weak_formula:.2f} mu")
print("all assertions hold")
```

It prints:

```
Units: hbar = c = 1, energies in mu; couplings dimensionless
I is in 1/mu^0 (dimensionless); physical V energy m = 0 mu
Chosen renormalized coupling g^2 = 16.0, g = 4.0
--- cutoff 10 mu
I = 0.039370; K = 0.164416 mu
bound g_c^2 = 25.3999; g_c = 5.0398
Z = 0.370077; bare-V probability by diagonalization = 0.370077
g0^2 = 43.2343; g0 = 6.5753
E0 = 7.1084 mu
continuum weight = 1.702143; 1/Z = 2.702143
--- cutoff 100 mu
I = 0.096245; K = 1.950237 mu
bound g_c^2 = 10.3902; g_c = 3.2234
Z = -0.539913; g0^2 = -29.6344; E0 = -57.7942 mu
ghost energy from zero of h = -21.371452 mu
ghost energy by diagonalization = -21.371452 mu
ghost residue R_g = -3.770469
continuum weight = 0.918317
1 + R_g + continuum = -1.852152; 1/Z = -1.852152
physical V, norm +1: bare part -0.539913, cloud part 1.539913
ghost, norm -1: bare part -2.035724, cloud part 1.035724
at g^2 = 1.001 g_c^2: E_g/E0 = 0.99681
--- cutoff dependence at g^2 = 16
cutoff 10 mu: g_c^2 = 25.3999, Z = 0.3701, ghost: none
cutoff 100 mu: g_c^2 = 10.3902, Z = -0.5399, ghost: -21.3715 mu
cutoff 1000 mu: g_c^2 = 6.4709, Z = -1.4726, ghost: -15.0634 mu
cutoff 1000000 mu: g_c^2 = 3.0348, Z = -4.2722, ghost: -14.5162 mu
--- large-cutoff formulas
4 pi^2 I at cutoff 1000 mu = 6.100922; ln(2000) - 3/2 = 6.100902
ghost formula, g^2 = 16: -16.0267 mu
g^2 = 4, cutoff 1e9 mu: ghost -26277.26 mu, formula -26277.21 mu
all assertions hold
```
